# Steady Acid Transport Through a Resist Film with Exponential Diffusivity

## Question

A chemically amplified resist film of thickness $L$ lies between an acid-rich feeder layer and a receiving layer. During the post-exposure bake, acid diffuses through the film along $x$, from the feeder face at $x=0$ towards the receiver face at $x=L$. The number concentration of acid is $c(x,t)$, and its flux, counted positive towards increasing $x$, is

$$J=-D(c)\frac{\partial c}{\partial x},\qquad D(c)=D_0e^{bc}.$$

Here $D_0>0$ is the diffusivity at zero acid concentration, not the diffusivity at $x=0$. The constant $b\neq0$ may have either sign. The temperature is uniform, acid is neither created nor lost in the film, and the faces are held at $c(0)=c_0$ and $c(L)=c_L$. Write $\Delta=c_0-c_L$.

For numerical work take $L=20$ nm, $D_0=1.00$ nm²/s, $b=10$ nm³, $c_0=0.200$ nm⁻³, $c_L=0.050$ nm⁻³, and a bake of 60 s at 373 K.

## Part (a): the transformed equation

**Question.** State what is uniform across the film at steady state. Define the Kirchhoff variable $K(c)=\int_0^cD(s)\,ds$, evaluate it, and find the differential equation that it obeys in $x$.

**Answer.** With no source or loss, conservation of acid reads

$$\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}.$$

At steady state the left side vanishes, so $J$ is the same at every $x$. The concentration gradient is $dc/dx=-J/D(c)$. A uniform flux therefore does not imply a uniform gradient: where the diffusivity is small, a steeper gradient is needed to carry the same flux.

The integral is

$$K(c)=D_0\int_0^ce^{bs}\,ds=\frac{D_0}{b}\left(e^{bc}-1\right).$$

The lower limit is a convention; changing it adds a constant to $K$ and leaves its gradient unchanged. Since $dK/dc=D(c)$, the chain rule gives

$$\frac{dK}{dx}=\frac{dK}{dc}\frac{dc}{dx}=D(c)\frac{dc}{dx}=-J.$$

Because $J$ is uniform, a second differentiation gives

$$\frac{d^2K}{dx^2}=0.$$

The transform has absorbed the variable diffusivity into the unknown, and the nonlinear equation for $c$ has become a linear one for $K$.

## Part (b): the profile

**Question.** Show that $e^{bc}$, rather than $c$, varies linearly with $x$ when $c_0\neq c_L$. Find $c(x)$ and show that the solution is unique.

**Answer.** Integrating $dK/dx=-J$ from the feeder face gives $K(c(x))=K(c_0)-Jx$. Insert the expression for $K$:

$$\frac{D_0}{b}\left(e^{bc}-1\right)=\frac{D_0}{b}\left(e^{bc_0}-1\right)-Jx.$$

Multiply by $b/D_0$ and add 1 to both sides:

$$e^{bc(x)}=e^{bc_0}-\frac{bJ}{D_0}x.$$

This is linear in $x$. The condition at $x=L$ fixes the slope:

$$\frac{bJ}{D_0}=\frac{e^{bc_0}-e^{bc_L}}{L}.$$

Substituting the slope and collecting the two exponentials,

$$e^{bc(x)}=\left(1-\frac{x}{L}\right)e^{bc_0}+\frac{x}{L}e^{bc_L}.$$

The right side is a weighted mean of two positive numbers, hence positive, and its logarithm exists:

$$c(x)=\frac1b\ln\left[\left(1-\frac{x}{L}\right)e^{bc_0}+\frac{x}{L}e^{bc_L}\right].$$

To see that $c$ is not linear, look at its gradient, $-J/(D_0e^{bc})$. When $c_0\neq c_L$, $J$ is nonzero and $e^{bc}$ differs between the faces, so the gradient differs too. If $c_0=c_L$, both $c$ and $e^{bc}$ are constant and the distinction disappears.

For uniqueness, every steady solution must have a linear $K$ with the same two end values, so all solutions share one $K(x)$. Since $dK/dc=D>0$ for either sign of $b$, each value of $K$ corresponds to one value of $c$. The profile is therefore unique.

## Part (c): flux and numerical profile

**Question.** Find the flux and express it through the average of $D$ over concentration. Evaluate it, and compare the midpoint concentration with that of a straight profile.

**Answer.** Solving the slope condition of part (b) for $J$ gives

$$J=\frac{D_0}{bL}\left(e^{bc_0}-e^{bc_L}\right).$$

The exponential difference divided by $b$ has the sign of $\Delta$ whether $b$ is positive or negative, so acid flows from the higher concentration to the lower. The average diffusivity over the concentration interval is

$$D_m=\frac1\Delta\int_{c_L}^{c_0}D(c)\,dc=\frac{D_0\left(e^{bc_0}-e^{bc_L}\right)}{b\Delta},$$

and hence $J=D_m\Delta/L$. This has the form of Fick's law for a constant diffusivity, with $D_m$ in place of that constant.

At the faces, $e^{bc_0}=e^{2}=7.3891$ and $e^{bc_L}=e^{0.5}=1.6487$. Therefore

$$J=\frac{1.00\,(7.3891-1.6487)}{10\times20}=0.0287\ \text{nm}^{-2}\,\text{s}^{-1},$$

or $2.87\times10^{12}$ cm⁻² s⁻¹. The average diffusivity is

$$D_m=\frac{JL}{\Delta}=\frac{0.028702\times20}{0.150}=3.827\ \text{nm}^2/\text{s}.$$

At $x=L/2$ the exponential is the mean of its face values, $(7.3891+1.6487)/2=4.5189$, so

$$c(L/2)=\frac{\ln4.5189}{10}=0.1508\ \text{nm}^{-3}.$$

A straight profile would give 0.1250 nm⁻³. A direct numerical solution of $dc/dx=-J/D(c)$ and $dJ/dx=0$, with the two face values imposed and no use of $K$, gives the same midpoint value and flux to the digits shown here.

Since $D=D_0e^{bc}$, the local diffusivity is itself linear in $x$. It falls from 7.39 nm²/s at the feeder to 1.65 nm²/s at the receiver, and the magnitude of the concentration gradient rises by the inverse ratio, a factor of about 4.5.

## Part (d): departure from a straight line

**Question.** Determine on which side of its chord the concentration profile lies. Find where the gap is greatest and evaluate it.

**Answer.** Let a prime on $c$ denote $d/dx$. Expanding the steady equation gives

$$(Dc')'=Dc''+\frac{dD}{dc}(c')^2=0.$$

For the exponential law $dD/dc=bD$. Division by $D$ leaves

$$c''=-b(c')^2.$$

For $c_0\neq c_L$ the gradient is nonzero throughout the film. The profile is then strictly concave for $b>0$ and lies above its chord; for $b<0$ it is strictly convex and lies below.

Let $g(x)=c(x)-c_0+\Delta x/L$ be the signed gap from the chord. It is zero at both faces. As the chord has no second derivative, $g''=c''$ has one sign, and $g$ has a single interior extremum. There

$$g'=-\frac{J}{D}+\frac{\Delta}{L}=0,\qquad\text{so}\qquad D=\frac{JL}{\Delta}=D_m.$$

The greatest gap lies where the local diffusivity equals its concentration average. In the example this requires $e^{bc}=3.8269$, so $c=\ln(3.8269)/10=0.1342$ nm⁻³. The linear law for $e^{bc}$ gives the position:

$$x=20\,\frac{7.3891-3.8269}{7.3891-1.6487}=12.4\ \text{nm}.$$

The chord there has the value $0.200-0.150\times12.411/20=0.1069$ nm⁻³. The gap is 0.0273 nm⁻³, or 18% of the concentration difference between the faces.

## Part (e): limits and a different diffusivity law

**Question.** Recover the result for constant diffusivity and find the leading midpoint correction for weak dependence. Describe the case $b\Delta\gg1$. Then decide whether $e^{bc}$ would remain linear if $D=D_0(1+bc)$, with $b>0$ and positive concentrations.

**Answer.** For small $b$, at fixed face concentrations, expand both exponentials:

$$\left(1-\frac{x}{L}\right)e^{bc_0}+\frac{x}{L}e^{bc_L}=1+b\left(c_0-\frac{\Delta x}{L}\right)+O(b^2).$$

Taking the logarithm and dividing by $b$ gives $c=c_0-\Delta x/L+O(b)$. The straight profile returns as $b\to0$, and the flux tends to $D_0\Delta/L$.

At the midpoint let $\bar c=(c_0+c_L)/2$, so that the face values are $\bar c\pm\Delta/2$. Then

$$e^{bc(L/2)}=\frac{e^{b\bar c}}{2}\left(e^{b\Delta/2}+e^{-b\Delta/2}\right)=e^{b\bar c}\cosh\frac{b\Delta}{2}.$$

The logarithm gives

$$c(L/2)-\bar c=\frac1b\ln\cosh\frac{b\Delta}{2}\simeq\frac{b\Delta^2}{8},$$

because $\ln\cosh z\simeq z^2/2$ for small $z$. In the example $b\Delta=1.5$ is not small. The leading term gives 0.0281 nm⁻³ against the full value 0.0258 nm⁻³, about 9% too large.

For $b\Delta\gg1$, factor out the larger exponential:

$$c(x)=c_0+\frac1b\ln\left[1-\frac{x}{L}+\frac{x}{L}e^{-b\Delta}\right].$$

Where $1-x/L\gg e^{-b\Delta}$, the last term is negligible and $c\simeq c_0+b^{-1}\ln(1-x/L)$. Most of the film then has a profile insensitive to $c_L$, and a steep layer at the receiver face makes up the remaining drop. The flux tends to $D_0e^{bc_0}/(bL)$. The example, with $e^{-1.5}=0.22$, is not in this limit.

For $D=D_0(1+bc)$, the variable $K=D_0(c+bc^2/2)$ is still linear in $x$, since part (a) needed only that $D$ depend on $c$ alone. Now $dD/dc=bD_0$, so $c''=-b(c')^2/(1+bc)$, and

$$\left(e^{bc}\right)''=be^{bc}\left[c''+b(c')^2\right]=\frac{b^3c\,(c')^2}{1+bc}\,e^{bc}.$$

This is positive when the faces differ, so $e^{bc}$ is not linear. With the example's $b$ and face values, a numerical solution for this law puts $e^{bc}$ off its chord by up to 10% of its span. The linear $K$ is general for $D(c)$; the linear exponential belongs to the exponential law.

## Part (f): is the bake long enough?

**Question.** Derive the equation for small departures from steady state. Bound the slowest relaxation time and judge whether 60 s is sufficient.

**Answer.** Let $u=e^{bc}$. Since $K=D_0(u-1)/b$, conservation gives $c_t=K_{xx}=(D_0/b)u_{xx}$, where subscripts denote derivatives. Also $u_t=buc_t$, so

$$u_t=D_0u\,u_{xx}.$$

Write $u=u_s+\delta$, where $u_s$ is the steady profile and $u_s''=0$. To first order in $\delta$,

$$\delta_t=D_0u_s\,\delta_{xx}=D(x)\,\delta_{xx},\qquad \delta(0)=\delta(L)=0.$$

A mode $\delta=\phi(x)e^{-t/\tau}$ obeys $-\phi''=\phi/(\tau D)$. Multiplying by $\phi$ and integrating by parts, with $\phi=0$ at the faces, gives

$$\frac1\tau=\frac{\int_0^L(\phi')^2dx}{\int_0^L\phi^2/D\,dx}.$$

The slowest mode minimizes this quotient. For constant $D$ the minimum is $\pi^2D/L^2$, from $\phi=\sin(\pi x/L)$. Replacing $D(x)$ by its largest and smallest values therefore gives

$$\frac{L^2}{\pi^2D_{\max}}\le\tau\le\frac{L^2}{\pi^2D_{\min}},$$

or $5.5\ \text{s}\le\tau\le24.6\ \text{s}$. Numerical solution of the mode equation gives $\tau=9.7$ s.

The bake lasts about six relaxation times. If the film starts at the uniform concentration 0.050 nm⁻³ and the faces are then held fixed, the time-dependent equation gives a profile at 60 s within 0.0005 nm⁻³ of the steady one. For these conditions the bake is long enough.

## Part (g): comparison with a real bake

**Question.** The table gives numerical estimates of neglected effects, each applied separately. "Shift" is the largest change in $c$ from the ideal profile, and the flux is relative to the ideal $J$. Interpret the estimates and state when the fixed-face model is useful.

| Effect | Shift (nm⁻³) | Relative flux |
|---|---:|---:|
| Finite outer layers | 0.0236 | 0.71 (mean over film) |
| Deprotection | 0.0068 | 2.37 |
| Acid loss | 0.0035 | 1.11 in, 0.92 out |
| Bake 1 K hotter | 0 | 1.09 |

The outer layers are each 100 nm thick and well mixed, start at 0.200 and 0.050 nm⁻³, and are followed for 60 s with the film initially at 0.050 nm⁻³. Acid loss is first order at 0.002 s⁻¹. Deprotection multiplies $D$ by $e^{m}$, with $m=1-e^{-kct}$, $k=0.25$ nm³/s and $t=60$ s. The rows for acid loss and deprotection are steady solutions, and $m$ is evaluated as if the local concentration had held its steady value for the whole bake. The temperature estimate takes an activation energy of 1.0 eV for $D_0$ and holds $b$ and the face concentrations fixed.

**Answer.** Finite outer layers change the profile most. After 60 s the faces have moved to about 0.1764 and 0.0578 nm⁻³ (the 80-cell run printed below starts with slightly too much acid at the feeder face and gives 0.1765). The feeder has lost $0.0236\times100\simeq2.4$ acids per nm², while the receiver has gained about 0.8. By conservation the remaining 1.6 per nm² has gone into filling the film. The shift is nearly as large as the 0.0273 nm⁻³ gap found in part (d), so a comparison with the original face values could obscure the predicted curvature.

Good mixing is a favourable assumption. To keep a 100 nm layer nearly uniform during the 60 s bake, its diffusivity would have to be of order $(100\ \text{nm})^2/(60\ \text{s})\simeq170$ nm²/s or more, whereas the film has only 1.6 to 7.4 nm²/s. If the outer layers have the same $D(c)$ as the film, acid is depleted in the feeder next to the film and piles up in the receiver next to it. Both face concentrations then move further from their starting values, and the flux falls further, than in the well-mixed estimate: at 60 s the faces are near 0.135 and 0.074 nm⁻³, the mean flux is 0.31 of the ideal value, and $e^{bc}$ departs from its current chord by about 8% of its span. Much slower outer layers reduce the flux still more, but so little acid then crosses the film that the receiver face may change less.

For well-mixed outer layers, the exponential law describes the shape closely at the end of the bake, once the film has had time to fill, if the current face values are used. From part (f), $u_{xx}=u_t/(D_0u)$ is small when the concentrations change slowly. At 60 s, $e^{bc}$ departs from its current chord by 0.8% of its span, while $c$ departs by 15%. The flux is not quite uniform, because the concentration is falling near the feeder and rising near the receiver as the outer layers change (0.67 of the ideal value enters and 0.70 leaves), but the current face values account for its mean over the film: $(e^{1.764}-e^{0.578})/200=0.0203$ nm⁻² s⁻¹, which is 0.71 of the ideal value.

Among the tabulated estimates, deprotection changes the flux most. The assumed fraction $m$ is 0.95 at the feeder and 0.53 at the receiver, so $D$ rises throughout the film. A uniform factor in $D$ would multiply the flux and leave the steady profile alone; it is the variation of $m$ that shifts the profile. If $D_0$ were fitted to a fully deprotected film, it would already include a factor $e=2.72$, and the flux in this estimate would be 0.87 of the ideal value instead of 2.37 times it. Acid loss makes the flux nonuniform, so the first step of part (a) fails. With $b$ and the face concentrations fixed, a uniform temperature change only rescales $D_0$, which alters the flux but not the steady profile.

The film thickness, bake time and temperature are in the range of thin-resist processing. The value of $D_0$ is an assumption, since acid diffusivities vary strongly with resist and temperature. The value of $b$ is chosen to make the concentration dependence visible and is not a typical material constant. The estimates omit neutralization by base and unequal acid solubility at the interfaces, either of which could alter the face concentrations. The mean acid spacing, $c^{-1/3}$, is 1.7 nm at the feeder and 2.7 nm at the receiver, so $c(x)$ in a 20 nm film must be read as an average over a lateral area containing many acids.

The arrangement resembles a trilayer transport experiment, not the usual exposed film. If both faces are impermeable, $J=0$ there; the uniform steady flux is then zero everywhere, and without loss the final concentration is constant. The fixed-face result is useful when the film relaxes within the bake, reactions are weak over that time, $D$ follows the exponential law, and the outer layers have both enough capacity and fast enough transport to keep the face concentrations nearly fixed. The main computed values are in the numerical output below.

## Numbers as computed

```
Film thickness L = 20.0 nm
D0 = 1.00 nm^2/s; b = 10.0 nm^3
Face concentrations = 0.200, 0.050 nm^-3
Bake = 60 s at 373 K
exp(bc) at faces = 7.3891, 1.6487 (no unit)
x(nm)  exp(bc)  D(nm^2/s)  c(nm^-3)  straight c  solved c
  0.0   7.3891    7.3891   0.20000   0.20000   0.20000
  5.0   5.9540    5.9540   0.17841   0.16250   0.17841
 10.0   4.5189    4.5189   0.15083   0.12500   0.15083
 15.0   3.0838    3.0838   0.11262   0.08750   0.11262
 20.0   1.6487    1.6487   0.05000   0.05000   0.05000
Flux, formula = 0.028702 nm^-2 s^-1
Flux, solved equation = 0.028702 nm^-2 s^-1
Flux, formula = 2.870e+12 cm^-2 s^-1
Concentration-average D = 3.8269 nm^2/s
Greatest gap above straight line = 0.02729 nm^-3
  at x = 12.411 nm, where c = 0.13421 nm^-3
Largest profile error, formula vs solver = 9.1e-10 nm^-3
Chord gap / span: exp(bc) 3.3e-09, c 0.1819
For D0(1+bc), exp(bc) chord gap / span = 0.1008
Slowest relaxation time = 9.72 s
Relaxation time from simulated decay = 9.73 s
NEGLECTED EFFECTS (rough input sizes)
Finite bake: largest c shift = 0.00047 nm^-3
Outer layers, each = 100 nm, well mixed
  faces after bake = 0.1765, 0.0578 nm^-3
  largest c shift = 0.02345 nm^-3
  mean flux / ideal flux = 0.7075
  chord gap / span: exp(bc) 0.0080, c 0.1507
Acid loss rate = 0.0020 s^-1
  largest c shift = 0.00348 nm^-3
  flux in, out = 0.03199, 0.02636 nm^-2 s^-1
Deprotection rate constant = 0.25 nm^3/s
  ln(D) rise at full deprotection = 1.0
  deprotected fraction at faces = 0.950, 0.528
  largest c shift = 0.00679 nm^-3
  flux / ideal flux = 2.367
Diffusion activation energy = 1.0 eV
  D0 and flux change for +1 K = 8.67 %
Mean acid spacing at faces = 1.71, 2.71 nm
```
